Ion current and edge density from a collisionless argon sheath

**Problem**

A flat electrode in a low-pressure argon plasma is held at a steady negative bias. The sheath in front of it is s = 3 mm thick and carries V = 1000 V. The electron temperature is 3 eV, and the argon ion mass is M = 6.634×10⁻²⁶ kg.

(a) Derive the relation between ion current density, voltage and thickness for a collisionless sheath without electrons, whose ions start from rest. Find the current density.

(b) Find the speed at which ions must enter the sheath, and from it the plasma density at the sheath edge.

(c) Find the field at the wall and the ion transit time.

(d) The ions do not really start from rest, and some electrons do enter the sheath. By how much do these two facts change the inferred density, with s, V and the electron temperature held fixed?

(e) The gas is at 5 mTorr and 300 K. Take a charge-exchange cross section of 4×10⁻¹⁹ m², a rough value. Is the sheath collisionless enough?

**Conventions**

The coordinate x runs from the sheath edge (x = 0) to the wall (x = s). The symbol φ denotes the drop of potential below its edge value, so φ is positive and reaches V at the wall. Te is the electron temperature in volts, here 3 V; the corresponding energy is eTe. J is the current density carried by singly charged ions. Primes are derivatives with respect to the position variable in use.

**(a) The Child law**

An ion starting from rest has gained the energy eφ:

½Mv² = eφ, so v = √(2eφ/M).

In a steady sheath without ionization, J is the same at every x, and the ion charge density is J/v. The electric potential obeys Poisson's equation with a minus sign. Since φ is the potential drop, that sign is reversed:

φ″ = J/(ε₀v) = K φ^(−1/2), with K = (J/ε₀)√(M/2e).

Multiplying by φ′ makes both sides total derivatives:

(½φ′²)′ = (2K φ^(1/2))′.

The field at the edge is small compared with the field inside the sheath, so we set φ′ = 0 where φ = 0. The integration constant then vanishes:

φ′² = 4K φ^(1/2), or φ′ = 2√K φ^(1/4).

The positive root is taken because φ grows towards the wall. Separating the variables and integrating from the edge gives

(4/3) φ^(3/4) = 2√K x, or φ^(3/4) = (3/2)√K x.

At the wall, φ = V and x = s. Squaring gives V^(3/2) = (9/4)K s². Inserting K and solving for J,

J = (4/9) ε₀ √(2e/M) V^(3/2)/s².

Dividing the profile by its wall value gives φ = V(x/s)^(4/3).

With √(2e/M) = 2198 m/s per √V and V^(3/2) = 31623 V^(3/2),

J = 0.4444 × 8.854×10⁻¹² × 2198 × 31623 / (9.00×10⁻⁶) = 30.4 A/m²,

or 3.04 mA/cm². As a test, Poisson's equation was integrated numerically with this current over 3 mm, starting from ions of 10⁻⁹ eV. The voltage reached was 999.998 V.

The electron temperature does not appear in J. The thickness enters as its inverse square, so a sheath measured 10% too thick gives a current about 17% too low.

**(b) Entry speed and edge density**

At the edge, ions and electrons have the same density n_s. Let the ions enter with speed u. Energy conservation gives v² = u² + 2eφ/M, and conservation of flux gives n_i v = n_s u. Therefore

n_i = n_s (1 + 2eφ/(Mu²))^(−1/2) ≈ n_s (1 − eφ/(Mu²)).

The electrons are repelled and nearly in equilibrium, so they follow the Boltzmann relation:

n_e = n_s exp(−φ/Te) ≈ n_s (1 − φ/Te).

To first order in φ the difference is

n_i − n_e ≈ n_s φ [1/Te − e/(Mu²)].

If the bracket were negative, φ″ would be a negative constant times φ. The potential would oscillate in space instead of growing steadily towards the wall. A potential that grows monotonically from a negligible edge field therefore needs

u ≥ u_B = √(eTe/M),

which is the Bohm criterion. At u = u_B the first-order terms cancel, and the second-order terms leave n_i − n_e = n_s(φ/Te)², which is positive. The marginal speed is thus allowed.

The presheath, the quasineutral region before the edge, explains why the marginal speed is the one to use. Let ions be created there at rest at a rate S per unit volume. With n the common density, u the ion drift speed and E the field, and with the spread of ion speeds at each point neglected, continuity and momentum balance are

(nu)′ = S,

M(nu²)′ = enE, with E = −Te n′/n from the Boltzmann relation.

Expanding (nu²)′ = uS + nuu′ and dividing by M gives

nuu′ = −u_B² n′ − uS.

Continuity gives n′ = (S − nu′)/u. Inserting this and collecting the terms in u′,

u′ = (S/n)(u_B² + u²)/(u_B² − u²).

The ions start slowly and accelerate, and the gradient diverges as u approaches u_B. In this model quasineutrality must fail there, so the sheath begins where u = u_B.

The neglected spread has a modest effect. Ions born at rest at different places reach the edge with different speeds. In a collisionless presheath, keeping this spread raises their mean speed at the edge to about 1.14 u_B, which would lower the density inferred from a given current by about 13%. At 5 mTorr the charge-exchange mean free path found in (e) is shorter than a plasma several centimetres across, so the presheath is at least partly collisional. In the limit of a presheath governed by charge exchange alone, with a constant mean free path and no ionization, the mean speed at the edge is about 1.25 u_B and the density about 20% lower. The single-speed value u_B is used below, so the densities in (b) and (d) belong to that model and carry an uncertainty of this size.

For 3 eV argon, u_B = 2692 m/s. The current at the edge is J = e n_s u_B, so

n_s = J/(e u_B) = 30.39 / (1.602×10⁻¹⁹ × 2692) = 7.05×10¹⁶ m⁻³,

or 7.05×10¹⁰ cm⁻³. For given V and s, this density varies as Te^(−1/2): hotter electrons make the ions enter faster, and a lower density then carries the same current.

**(c) Wall field and transit time**

Differentiating φ = V(x/s)^(4/3) at x = s gives the wall field

E_wall = 4V/(3s) = 4.44 kV/cm.

The ions reach the wall at v_wall = √(2eV/M) = 6.95×10⁴ m/s. Since v is proportional to φ^(1/2), v = v_wall (x/s)^(2/3), and the transit time is

τ = ∫₀ˢ dx/v = (s/v_wall) ∫₀¹ z^(−2/3) dz = 3s/v_wall = 129.5 ns.

The steady law needs a bias that changes little during this time. The density found in (b) also needs a sheath edge that moves slowly compared with u_B, since a moving edge changes the ion flux into the sheath.

**(d) Ion entry energy and electrons in the sheath**

Let χ = φ/Te, and measure length in Debye lengths, X = x/λ_D, where λ_D² = ε₀Te/(e n_s). For the density found in (b), λ_D = 48.5 µm. With Bohm-speed ions and Boltzmann electrons, Poisson's equation becomes

χ″ = (1 + 2χ)^(−1/2) − exp(−χ).

The wall is at χ_w = V/Te = 333.3. In these units the Child law, with J = e n_s u_B, reads

(s/λ_D)² = (4√2/9) χ_w^(3/2), so s/λ_D = 61.85.

*Entry energy alone.* Drop the electron term, multiply by χ′ and integrate from zero field at χ = 0:

½χ′² = √(1 + 2χ) − 1.

Let w = √(1 + 2χ), so that dχ = w dw, and then y = w − 1. The thickness is

s/λ_D = ∫ dχ/χ′ = (1/√2) ∫ (y + 1) y^(−1/2) dy

= (1/√2) [(2/3)(w_w − 1)^(3/2) + 2(w_w − 1)^(1/2)],

where y runs from 0 to w_w − 1 and w_w = √(1 + 2χ_w) = 25.84. The result is 65.41.

If s/λ_D = G, the definition of λ_D gives n_s = ε₀Te G²/(e s²). At fixed s and Te the density therefore scales as G², and it rises by the factor (65.41/61.85)² = 1.118, to 7.88×10¹⁶ m⁻³. Ions that already move at the edge are less dense for a given current, so more current is needed to supply the space charge.

The size of this correction follows from the limit of large w_w. Expanding the bracket gives (2/3)w_w^(3/2)[1 + 3/(2w_w)], so the relative rise in density is about 3/w_w ≈ 3√(Te/2V) = 0.116. The entry energy is only Te/2 per unit charge, or 0.15% of V, but its effect falls off as the square root of Te/V and is still felt at 1000 V.

*Electrons included.* The same integration, with the electron term kept, gives

½χ′² = √(1 + 2χ) − 2 + exp(−χ).

For small χ the right-hand side is χ³/3, so χ′ ≈ √(2/3) χ^(3/2). The integral of dχ/χ′ then diverges at χ = 0. On the scale of λ_D the sheath has no sharp beginning, and a thickness of 3 mm needs a convention for its visible edge. We place that edge at χ = 1, where the electron density has fallen to 37% of n_s. The symbol n_s still means the density at χ = 0, and V is still counted from there. Numerical integration from χ = 1 to the wall gives

s/λ_D = 68.68, n_s = 8.69×10¹⁶ m⁻³, J = 37.5 A/m².

Both n_s and J are 23% above the Child values. Placing the edge at χ = 0.5 gives 9.10×10¹⁶ m⁻³, and placing it at χ = 2 gives 8.30×10¹⁶ m⁻³, which are 29% and 18% above the Child value. Electrons cancel part of the ion charge and weaken the field, so a given voltage needs a thicker sheath at fixed density, or a higher density at fixed thickness.

**(e) Charge exchange**

In a charge-exchange collision a fast ion takes an electron from a slow atom. The fast particle continues as a neutral, and a new ion is left nearly at rest. At 5 mTorr and 300 K the gas density is 1.609×10²⁰ m⁻³, and the mean free path is

L = 1/(1.609×10²⁰ × 4×10⁻¹⁹) m = 15.5 mm.

Hence a = s/L = 0.193, and a fraction 1 − exp(−a) = 0.176 of the entering ions collides before reaching the wall.

To find the effect on the current, return to ions that enter from rest and to a sheath without electrons. Let z = x/s and η = φ/V. Of the ion flux at z, a part exp(−az) has not collided and moves at v_wall√η(z). A part a exp(−a(z − z′)) dz′ was last created in dz′ at z′ and moves at v_wall√(η(z) − η(z′)). These parts add up to the whole flux. Poisson's equation becomes

η″ = C { exp(−az) η^(−1/2) + a ∫₀ᶻ exp(−a(z − z′)) [η(z) − η(z′)]^(−1/2) dz′ },

with C = J s²/(ε₀ V v_wall). The Child law corresponds to a = 0, C = 4/9 and η = z^(4/3).

For small a, write η = z^(4/3) + a h(z) and C = (4/9)(1 − ca), where c is the fractional loss of current per unit a. To first order in a, the first term in the braces is

z^(−2/3) − a z^(1/3) − ½a h z^(−2).

In the second term, which already carries a factor a, the Child profile may be used. Setting z′ = zy turns it into aB z^(1/3), with

B = ∫₀¹ dy/√(1 − y^(4/3)) = 1.797.

Collecting all terms of first order,

h″ = (4/9)[−½h z^(−2) + (B − 1) z^(1/3) − c z^(−2/3)].

Try h = α z^(7/3) + β z^(4/3), which has zero value and zero slope at the edge. Solutions of the homogeneous equation, z^(1/3) and z^(2/3), have infinite slope there and are excluded. Matching powers gives

z^(1/3): (28/9)α + (2/9)α = (4/9)(B − 1), so α = 2(B − 1)/15,

z^(−2/3): (4/9)β + (2/9)β = −(4/9)c, so β = −2c/3.

The wall voltage is fixed, so h(1) = 0 and β = −α. Therefore c = 3α/2 = (B − 1)/5 = 0.1594, and

J/J_Child ≈ 1 − 0.1594 a = 0.969.

A numerical solution of the full equation for η gives 0.971 at a = 0.193. At a = 0.01 it gives a slope of 0.1591, in agreement with the first-order coefficient.

Although 18% of the entering ions collide, the current inferred from V and s falls by only 3%. The sheath is close to collisionless for the purpose of finding J. The energies of the ions at the wall are affected more: each collided ion arrives with only the energy gained since its last collision. At fixed s and gas temperature, a grows in proportion to pressure, and the first-order formula fails once a is no longer small.

**The result beside a real process**

A bias of 1000 V, a few millimetres of sheath and a few millitorr of argon are in the range of sputtering and strongly biased etching. An edge density near 10¹¹ cm⁻³ is plausible for such plasmas. For a steady bias, the largest correction to the current computed here is the rise from ion entry energy and sheath electrons together, which is 23% with the edge at χ = 1 and between 18% and 29% for the edges tried; charge exchange lowers the current by 3%. The two were computed separately, not in one combined model. The density rises by the same percentage only if all ions enter at u_B. With the spread of speeds from a collisionless presheath, described in (b), the current still rises by 23% with the edge at χ = 1, but the density rises by only about 8%, and by 3% to 12% for the edges tried.

Two further conditions matter in use. First, ions striking the wall release electrons, which add to the measured current. With a rough yield of 0.1 electron per ion, an ion current of 30.4 A/m² would be read as about 33 A/m². Second, many reactors use a radio-frequency bias. At 13.56 MHz the period is 74 ns, shorter than the transit time, which is 129.5 ns for ions starting from rest and about 113 ns in the model of (d) with the edge at χ = 1. The ions then cannot fully follow the instantaneous voltage, and the sheath edge moves during their flight. The steady law should not be applied with the peak voltage in that case; a time-dependent sheath model is needed, and its correction is not estimated here.

The numerical output below lists the values used.

Computed values

```
INPUTS
electron temperature: 3 eV
sheath voltage: 1000 V
sheath thickness: 3 mm
argon atomic mass: 39.948 u
argon ion mass: 6.634e-26 kg
CHILD LAW AND BOHM FLUX
sqrt(2e/M): 2198 m/s per sqrt(V)
V^(3/2): 31623 V^(3/2)
ion current density J: 30.39 A/m2
J converted: 3.04 mA/cm2
Bohm speed: 2692 m/s
Bohm speed from charge sign change: 2692 m/s
edge density n_s: 7.046e+16 m^-3
n_s converted: 7.046e+10 cm^-3
voltage from direct integration: 999.998 V
wall field: 4.444 kV/cm
ion speed at wall: 6.95e+04 m/s
ion transit time: 129.5 ns
edge Debye length: 48.51 um
ENTRY ENERGY AND ELECTRONS, SAME s, V, Te
V/Te: 333.3
s/Debye, Child: 61.85
s/Debye, with ion entry energy: 65.41
n_s with entry energy: 7.881e+16 m^-3
n_s ratio to Child, entry energy: 1.118
edge at chi=0.5: s/Debye: 70.29
edge at chi=0.5: n_s: 9.102e+16 m^-3
edge at chi=0.5: ratio to Child: 1.292
edge at chi=1.0: s/Debye: 68.68
edge at chi=1.0: n_s: 8.690e+16 m^-3
edge at chi=1.0: ratio to Child: 1.233
edge at chi=2.0: s/Debye: 67.12
edge at chi=2.0: n_s: 8.300e+16 m^-3
edge at chi=2.0: ratio to Child: 1.178
J with electrons, edge at chi=1: 37.48 A/m2
CHARGE EXCHANGE
gas pressure: 5 mTorr
gas temperature: 300 K
rough cross section: 4e-19 m2
gas density: 1.609e+20 m^-3
mean free path: 15.5 mm
a = s/mean free path: 0.193
fraction of entering ions that collide: 0.176
B: 1.797
slope (B-1)/5: 0.1594
slope from kinetic solution: 0.1591
J/J_Child, first order: 0.9692
J/J_Child, kinetic: 0.9706
```
